# Contact density of the phosphorus donor in silicon: a numerical check

```python
"""Donor contact density from the hyperfine constant of phosphorus in silicon.

Result under test: n0 = 3 h A / (2 mu0 g_e muB g_n muN), where
  A    hyperfine constant as a frequency, H = h A I.S with I = S = 1/2
  n0   electron probability density at the nucleus
  g_e, g_n   electron and nuclear g factors; muB, muN   the magnetons.
The comparison density is F(0)^2 = 1/(pi a^3), a = eps*a0/m_eff, for a
hydrogenic envelope F in a medium of dielectric constant eps.
Silicon parameters are rough typical values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import minimize
from pyscf import gto, scf

# ---------- inputs ----------
A_HZ = 117.5e6
G_P31 = 2 * 1.13              # rounded moment in nuclear magnetons, I = 1/2
EPS, M_LONG, M_TRANS = 11.7, 0.92, 0.19
E_REAL_MEV, VALLEY_GAP_MEV = 45.0, 12.0   # rough sizes, used for estimates
LATTICE_NM, VALLEY_POSITION = 0.543, 0.85
DOPING_CM3 = 1e16

muB = sc.value("Bohr magneton")
muN = sc.value("nuclear magneton")
g_e = abs(sc.value("electron g factor"))
g_p = sc.value("proton g factor")
a0 = sc.value("Bohr radius")
hartree_mev = sc.value("Hartree energy in eV") * 1e3
hartree_j = sc.value("Hartree energy")
alpha_fs = sc.fine_structure
a0_cm, a0_nm = a0 * 100, a0 * 1e9


def contact_density(a_hz, g_nuc):
    """Density in m^-3 from a hyperfine frequency in Hz."""
    return 3 * sc.h * a_hz / (2 * sc.mu_0 * g_e * muB * g_nuc * muN)


# ---------- convention of A: diagonalize the spin Hamiltonian ----------
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
one = np.eye(2)
coupling = sum(np.kron(s, s) for s in (sx, sy, sz))
zero_field = np.linalg.eigvalsh(A_HZ * coupling)
assert abs(zero_field[-1] - zero_field[0] - A_HZ) < 1.0
B_TEST = 0.35
spin_h = (g_e * muB * B_TEST / sc.h * np.kron(sz, one)
          - G_P31 * muN * B_TEST / sc.h * np.kron(one, sz) + A_HZ * coupling)
lev = np.linalg.eigvalsh(spin_h)
line_difference = (lev[3] - lev[0]) - (lev[2] - lev[1])
assert abs(line_difference / A_HZ - 1) < 1e-6
line_spacing_mt = sc.h * A_HZ / (g_e * muB) * 1e3


# ---------- contact field from the curl of a finite nucleus's potential ----
def mean_nuclear_field(radius):
    """Average B_z over a hydrogen 1s density; mu0*moment = 1, lengths in a0."""
    def vec_pot(x, y, z):
        r = np.sqrt(x * x + y * y + z * z)
        scale = 1 / (4 * np.pi * np.maximum(r, radius) ** 3)
        return -y * scale, x * scale

    node, weight = np.polynomial.legendre.leggauss(20)
    inner_r = radius * (node + 1) / 2
    inner_w = weight * radius / 2
    span = np.log(30 / radius)
    outer_r = radius * np.exp(span * (node + 1) / 2)
    outer_w = weight * span / 2 * outer_r
    r = np.concatenate([inner_r, outer_r])[:, None]
    wr = np.concatenate([inner_w, outer_w])[:, None]
    x, z = r * np.sqrt(1 - node ** 2), r * node
    y, step = np.zeros_like(x), 1e-4 * r
    day_dx = (vec_pot(x + step, y, z)[1] - vec_pot(x - step, y, z)[1])
    dax_dy = (vec_pot(x, y + step, z)[0] - vec_pot(x, y - step, z)[0])
    bz = (day_dx - dax_dy) / (2 * step)
    density = np.exp(-2 * r) / np.pi
    return np.sum(2 * np.pi * wr * weight * r ** 2 * density * bz)


point_field = 2 / (3 * np.pi)
field_error = [abs(mean_nuclear_field(rad) / point_field - 1)
               for rad in (1e-2, 1e-3)]
# A finite nucleus differs from a point by a term linear in its radius.
assert field_error[1] < 2e-3 and field_error[1] < 0.2 * field_error[0]

# ---------- conversion, checked in atomic units and on hydrogen ----------
n_contact = contact_density(A_HZ, G_P31)
n_cm3, n_au = n_contact * 1e-6, n_contact * a0 ** 3
mass_ratio_proton = sc.m_e / sc.m_p
a_back_hartree = ((2 / 3) * 4 * np.pi * alpha_fs ** 2 * g_e * 0.5
                  * G_P31 * 0.5 * mass_ratio_proton * n_au)
assert abs(a_back_hartree * hartree_j / (sc.h * A_HZ) - 1) < 1e-6
hydrogen_a_hz = 1 / (np.pi * a0 ** 3) / contact_density(1.0, g_p)
assert abs(hydrogen_a_hz / 1.4e9 - 1) < 0.03   # known rough size
assert abs(n_cm3 / 4.4e23 - 1) < 0.02

# ---------- isotropic envelope, checked by a radial grid solution ----------
m_eff = 3 / (1 / M_LONG + 2 / M_TRANS)
a_env = EPS / m_eff
env_au = 1 / (np.pi * a_env ** 3)
env_cm3 = env_au / a0_cm ** 3
env_mev = m_eff / (2 * EPS ** 2) * hartree_mev
grid_h = 0.2
grid_r = grid_h * np.arange(1, 5001)
diag = 1 / (m_eff * grid_h ** 2) - 1 / (EPS * grid_r)
off = np.full(len(grid_r) - 1, -1 / (2 * m_eff * grid_h ** 2))
grid_e, grid_u = eigh_tridiagonal(diag, off, select="i", select_range=(0, 0))
radial = grid_u[:, 0] / np.sqrt(grid_h) / grid_r
grid_density = (2 * radial[0] - radial[1]) ** 2 / (4 * np.pi)
assert abs(grid_density / env_au - 1) < 2e-3
assert abs(-grid_e[0] * hartree_mev / env_mev - 1) < 1e-3


# ---------- anisotropic one-valley envelope ----------
def valley_ground(gamma, count, ratio, shapes):
    """Ground state of -(dxx+dyy+gamma*dzz)/2 - 1/r in deformed Gaussians."""
    base = 0.02 * ratio ** np.arange(count)
    al = np.concatenate([base for _ in shapes])
    be = np.concatenate([base * s for s in shapes])
    norm = (2 * al / np.pi) ** 0.5 * (2 * be / np.pi) ** 0.25
    nn = np.outer(norm, norm)
    p, q = al[:, None] + al, be[:, None] + be
    overlap = nn * np.pi / p * np.sqrt(np.pi / q)
    kinetic = overlap * (2 * np.outer(al, al) / p
                         + gamma * np.outer(be, be) / q)
    node, weight = np.polynomial.legendre.leggauss(40)
    attraction = np.zeros_like(p)
    for t, w in zip((node + 1) / 2, weight / 2):
        attraction += w * 2 * np.pi / (p + (q - p) * t * t)
    ham = kinetic - nn * attraction
    val, vec = eigh(overlap)
    keep = val > 1e-8
    trans = vec[:, keep] / np.sqrt(val[keep])
    energy, coef = eigh(trans.T @ ham @ trans)
    return energy[0], (norm @ (trans @ coef[:, 0])) ** 2


iso_e, iso_n = valley_ground(1.0, 24, 2.2, (1.0, 1.7, 2.9, 5.0))
assert abs(iso_e + 0.5) < 1e-3 and abs(iso_n * np.pi - 1) < 0.01
gamma_si = M_TRANS / M_LONG
coarse_e, coarse_n = valley_ground(gamma_si, 18, 2.5, (1.0, 2.0, 4.0))
fine_e, fine_n = valley_ground(gamma_si, 24, 2.2, (1.0, 1.7, 2.9, 5.0))
aniso_shift = abs(fine_n / coarse_n - 1)
assert aniso_shift < 0.02 and abs(fine_e / coarse_e - 1) < 2e-3


def trial_energy(log_lengths):
    wide, squeeze = np.exp(log_lengths[0]), 1 / (1 + np.exp(log_lengths[1]))
    narrow = wide * squeeze
    root = np.sqrt(wide ** 2 - narrow ** 2)
    return ((2 / wide ** 2 + gamma_si / narrow ** 2) / 6
            - np.arcsin(root / wide) / root)


trial = minimize(trial_energy, [-0.2, -0.2], method="Nelder-Mead")
assert fine_e < trial.fun and trial.fun / fine_e > 0.95
aniso_mev = -fine_e * M_TRANS / EPS ** 2 * hartree_mev
aniso_cm3 = fine_n / (EPS / M_TRANS * a0_cm) ** 3
trial_mev = -trial.fun * M_TRANS / EPS ** 2 * hartree_mev

# ---------- six valleys: symmetric ground state and its norm ----------
valley_h = -np.ones((6, 6)) + np.eye(6)
for i in (0, 2, 4):
    valley_h[i, i + 1] = valley_h[i + 1, i] = -1.3
valley_e, valley_c = np.linalg.eigh(valley_h)
valley_gain = valley_c.sum(axis=0) ** 2
assert abs(valley_gain[0] - 6) < 1e-10
assert np.max(valley_gain[1:]) < 1e-10
# The smallest momentum mismatch is 2*k0 minus a reciprocal-lattice vector.
mismatch = (2 - 2 * VALLEY_POSITION) * 2 * np.pi / LATTICE_NM
scaled_q = mismatch * a_env * a0_nm
form_numeric = quad(lambda r: 4 * r * np.exp(-2 * r) / scaled_q, 0, 40,
                    weight="sin", wvar=scaled_q)[0]
form_factor = 1 / (1 + (scaled_q / 2) ** 2) ** 2
assert abs(form_numeric - form_factor) < 1e-7

# ---------- split of the enhancement ----------
total_ratio = n_cm3 / env_cm3
contraction = (E_REAL_MEV / aniso_mev) ** 1.5
local_gain = n_cm3 / (valley_gain[0] * aniso_cm3 * contraction)


# ---------- phosphorus atom: 3s density at the nucleus ----------
def phosphorus_3s(ratio, n_s, n_p):
    basis = [[0, [0.04 * ratio ** k, 1.0]] for k in range(n_s)]
    basis += [[1, [0.04 * ratio ** k, 1.0]] for k in range(n_p)]
    atom = gto.M(atom="P 0 0 0", basis={"P": basis}, spin=3, verbose=0)
    mf = scf.ROHF(atom)
    mf.conv_tol, mf.max_cycle = 1e-9, 150
    mf.kernel()
    assert mf.converged
    closed = np.where(np.asarray(mf.mo_occ) > 1.5)[0]
    orbital = closed[np.argmax(np.asarray(mf.mo_energy)[closed])]
    points = np.array([[0, 0, 0], [0, 0, 0.004], [0, 0, 0.008]], float)
    psi = atom.eval_gto("GTOval_sph", points) @ mf.mo_coeff[:, orbital]
    slope = np.log(abs(psi[2] / psi[1])) / 0.004
    return psi[0] ** 2, slope, mf.e_tot


s_coarse, _, e_coarse = phosphorus_3s(2.5, 23, 12)
s_fine, cusp, e_fine = phosphorus_3s(2.0, 32, 16)
atom_shift = abs(s_fine / s_coarse - 1)
assert atom_shift < 0.01
assert abs(cusp / -15 - 1) < 0.05   # nuclear cusp, finite sampling distance
s_weight = n_au / s_fine

# ---------- relativistic contact factor, hydrogenic 1s at Z = 15 ----------
z_alpha = 15 * alpha_fs
g_rel = np.sqrt(1 - z_alpha ** 2)
small = (1 - g_rel) / z_alpha
contact_int = quad(lambda x: x ** (2 * g_rel - 2) * np.exp(-2 * x), 0, 1)[0]
contact_int += quad(lambda x: x ** (2 * g_rel - 2) * np.exp(-2 * x), 1, 40)[0]
norm_int = quad(lambda x: x ** (2 * g_rel) * np.exp(-2 * x), 0, 40)[0]
rel_numeric = small * contact_int / ((1 + small ** 2) * norm_int * z_alpha)
rel_factor = 1 / (g_rel * (2 * g_rel - 1))
assert abs(rel_numeric / rel_factor - 1) < 1e-4

# ---------- sizes of other neglected effects ----------
kb_mev = sc.k / sc.e * 1e3


def excited_share(temp):
    boltz = 5 * np.exp(-VALLEY_GAP_MEV / (kb_mev * temp))
    return boltz / (1 + boltz)


spacing_nm = (3 / (4 * np.pi * DOPING_CM3)) ** (1 / 3) * 1e7
tail = np.exp(-2 * spacing_nm / (a_env * a0_nm))
field_mv_cm = env_mev * 1e-3 / (a_env * a0_cm) * 1e-6
eps_change = (EPS / 11.4) ** 3 - 1

# ---------- output ----------
print(f"Hyperfine constant A: {A_HZ/1e6:.1f} MHz")
print(f"Nuclear g factor of 31P (rounded input): {G_P31:.2f}")
print(f"Electron g factor: {g_e:.5f}")
print(f"Bohr magneton: {muB:.5e} J/T")
print(f"Nuclear magneton: {muN:.5e} J/T")
print(f"Vacuum permeability: {sc.mu_0:.5e} N/A^2")
print(f"Energy h*A: {sc.h*A_HZ:.4e} J")
print(f"Difference of electron-flip lines: {line_difference/1e6:.3f} MHz")
print(f"Line spacing in field, first order: {line_spacing_mt:.3f} mT")
print(f"Finite-nucleus error, R=0.01 a0: {field_error[0]:.2e}")
print(f"Finite-nucleus error, R=0.001 a0: {field_error[1]:.2e}")
print(f"Hydrogen 1s check of A: {hydrogen_a_hz/1e6:.0f} MHz")
print(f"Contact density: {n_cm3:.3e} cm^-3")
print(f"Contact density: {n_au:.5f} a0^-3")
print(f"Dielectric constant (rough): {EPS:.1f}")
print(f"Masses long., transv. (rough): {M_LONG:.2f}, {M_TRANS:.2f} m_e")
print(f"Isotropic effective mass: {m_eff:.4f} m_e")
print(f"Envelope radius: {a_env*a0_nm:.3f} nm")
print(f"Envelope binding energy: {env_mev:.2f} meV")
print(f"Bare envelope density: {env_cm3:.3e} cm^-3")
print(f"Radial-grid envelope density: {grid_density/a0_cm**3:.3e} cm^-3")
print(f"Contact / bare envelope density: {total_ratio:.3e}")
print(f"Anisotropic binding energy: {aniso_mev:.2f} meV")
print(f"One-exponential trial binding: {trial_mev:.2f} meV")
print(f"Anisotropic envelope density: {aniso_cm3:.3e} cm^-3")
print(f"Its basis shift: {100*aniso_shift:.3f} %")
print(f"Anisotropic / isotropic density: {aniso_cm3/env_cm3:.3f}")
print(f"Valley interference factor: {valley_gain[0]:.3f}")
print(f"Largest intervalley form factor: {form_factor:.2e}")
print(f"Real binding energy (rough input): {E_REAL_MEV:.0f} meV")
print(f"Estimated contraction factor: {contraction:.2f}")
print(f"Local amplification still required: {local_gain:.0f}")
print(f"P atom ROHF energy: {e_fine:.5f} hartree")
print(f"P atom energy basis shift: {e_fine-e_coarse:.1e} hartree")
print(f"P atom 3s density at nucleus: {s_fine:.3f} a0^-3")
print(f"Its basis shift: {100*atom_shift:.3f} %")
print(f"Equivalent 3s weight of donor: {100*s_weight:.2f} %")
print(f"Relativistic 1s factor at Z=15: {rel_factor:.4f}")
print(f"Envelope density change, eps=11.4: {100*eps_change:.1f} %")
print(f"Valley excitation (rough input): {VALLEY_GAP_MEV:.0f} meV")
print(f"Excited valley share at 10 K: {excited_share(10):.1e}")
print(f"Excited valley share at 30 K: {excited_share(30):.3f}")
print(f"Donor density chosen: {DOPING_CM3:.0e} cm^-3")
print(f"Donor spacing radius: {spacing_nm:.1f} nm")
print(f"Relative density tail there: {tail:.1e}")
print(f"Ionization field scale: {field_mv_cm:.3f} MV/cm")
print("checks complete")
```

Printed output:

```
Hyperfine constant A: 117.5 MHz
Nuclear g factor of 31P (rounded input): 2.26
Electron g factor: 2.00232
Bohr magneton: 9.27401e-24 J/T
Nuclear magneton: 5.05078e-27 J/T
Vacuum permeability: 1.25664e-06 N/A^2
Energy h*A: 7.7856e-26 J
Difference of electron-flip lines: 117.500 MHz
Line spacing in field, first order: 4.193 mT
Finite-nucleus error, R=0.01 a0: 1.49e-02
Finite-nucleus error, R=0.001 a0: 1.50e-03
Hydrogen 1s check of A: 1423 MHz
Contact density: 4.384e+23 cm^-3
Contact density: 0.06497 a0^-3
Dielectric constant (rough): 11.7
Masses long., transv. (rough): 0.92, 0.19 m_e
Isotropic effective mass: 0.2583 m_e
Envelope radius: 2.397 nm
Envelope binding energy: 25.68 meV
Bare envelope density: 2.312e+19 cm^-3
Radial-grid envelope density: 2.312e+19 cm^-3
Contact / bare envelope density: 1.896e+04
Anisotropic binding energy: 29.65 meV
One-exponential trial binding: 29.61 meV
Anisotropic envelope density: 3.786e+19 cm^-3
Its basis shift: 0.162 %
Anisotropic / isotropic density: 1.638
Valley interference factor: 6.000
Largest intervalley form factor: 2.98e-03
Real binding energy (rough input): 45 meV
Estimated contraction factor: 1.87
Local amplification still required: 1032
P atom ROHF energy: -340.71869 hartree
P atom energy basis shift: -1.2e-03 hartree
P atom 3s density at nucleus: 5.629 a0^-3
Its basis shift: 0.084 %
Equivalent 3s weight of donor: 1.15 %
Relativistic 1s factor at Z=15: 1.0183
Envelope density change, eps=11.4: 8.1 %
Valley excitation (rough input): 12 meV
Excited valley share at 10 K: 4.5e-06
Excited valley share at 30 K: 0.046
Donor density chosen: 1e+16 cm^-3
Donor spacing radius: 28.8 nm
Relative density tail there: 3.7e-11
Ionization field scale: 0.107 MV/cm
checks complete
```
